Self-Cooling of a Precursor Subliming into Vacuum

A piece of solid antimony that would sit at 750 K if it did not sublime cools by about 4 K when it does, in the example worked below. That is half a per cent of its absolute temperature, yet its surface recedes at 58.6 nm/s instead of the 69.3 nm/s expected at 750 K, a loss of 15%. Two things need explaining: why so small a cooling costs so much flux, and what sets the cooling itself.

**The heat balance**

Consider a solid precursor with a uniform face temperature Ts, subliming into vacuum. No vapour returns to the face. The piece changes slowly enough for the heat flows to balance at each moment, and all fluxes are per unit area of subliming face.

Let q(T) be the net heat supplied to the face by everything except sublimation: contact with the holder, conduction through the piece, and radiation absorbed minus radiation emitted. Define T0 as the temperature at which this supply vanishes:

q(T0) = 0. (1)

T0 is therefore the face temperature with sublimation switched off and the heaters unchanged. It need not equal the temperature of the holder, because a face that looks into a cold chamber loses heat by radiation even without subliming. Expanding q about its zero gives

q(Ts) ≈ h(T0 − Ts), h = −(dq/dT) at T0. (2)

The heat-transfer coefficient h, in W/(m² K), is positive when cooling the face draws in more heat. If J(T) is the molar flux leaving a face at temperature T and L is the heat removed per mole, the steady balance is

h(T0 − Ts) = L J(Ts). (3)

The isothermal flux is J0 = J(T0), the flux that an unlimited heat supply would maintain.

**The heat removed per mole**

L is close to the sublimation enthalpy ΔH, but not equal to it. Take the z axis along the outward normal. Molecules cross the surface at a rate proportional to vz, so averages over the escaping molecules carry an extra factor vz. For molecules of mass m, with k the Boltzmann constant and a = m/(2kT), the mean of vz² in the escaping flux is

⟨vz²⟩ = ∫₀^∞ vz³ exp(−a vz²) dvz / ∫₀^∞ vz exp(−a vz²) dvz
= [1/(2a²)]/[1/(2a)] = 1/a = 2kT/m. (4)

The normal motion thus carries m⟨vz²⟩/2 = kT. The two tangential motions carry kT/2 each, as in the gas at rest. The total is 2kT per molecule, or 2RT per mole, where R is the gas constant.

The enthalpy of an ideal vapour contains a translational energy 3RT/2 and a term pV = RT, together 5RT/2. Let e be the internal energy of the molecules per mole and Hs the enthalpy of the solid per mole of vapour molecules. Then

ΔH = e + 5RT/2 − Hs,
L = e + 2RT − Hs = ΔH − RT/2. (5)

This assumes that the escaping molecules have the thermal distribution of the saturated vapour, up to a constant factor.

**The slope of the flux**

A vapour of number density n strikes a surface at the rate n√(kT/(2πm)). With p = nkT this rate is p/√(2πmkT). At saturation it equals the rate of emission if every arriving molecule sticks. For molar mass M and a constant evaporation coefficient α, the molar flux into vacuum is

J(T) = α p(T)/√(2πMRT). (6)

Here p(T) is the saturated vapour pressure. For an ideal vapour, with the volume of the solid neglected, the Clausius–Clapeyron equation reads d ln p/dT = ΔH/(RT²). The square root in (6) contributes −1/(2T), so

β = d ln J/dT = ΔH/(RT²) − 1/(2T)
= (ΔH − RT/2)/(RT²) = L/(RT²). (7)

The quantity that measures the heat removed also measures the sensitivity of the flux to temperature. Detailed balance shows why. Let s(E) be the probability that an arriving molecule of energy E sticks, with s itself independent of temperature. The emitted flux is then

J ∝ exp(μ/kT) ∫ g(E) s(E) exp(−E/kT) dE, (8)

where μ is the chemical potential of the solid per vapour molecule and g(E) counts the arriving states. The Gibbs–Helmholtz relation is d(μ/T)/dT = −Hs/(N T²), with N the Avogadro constant. Differentiating the logarithm of (8) therefore gives

d ln J/dT = (⟨E⟩ − Hs/N)/(kT²). (9)

The numerator is the mean energy carried off minus the enthalpy given up by the solid, which is the heat removed per molecule. The relation β = L/(RT²) thus survives energy-dependent sticking, although L then differs from (5). For monatomic molecules g(E) ∝ E, and s = 1 gives ⟨E⟩ = 2kT as before. As an illustration, s = 1 − exp(−E/(2kT)), with the energy scale in s held fixed when T is varied, gives

⟨E⟩/kT = 2[1 − (2/3)³]/[1 − (2/3)²] = 2.533. (10)

Such a surface holds back slow molecules, so those that leave carry more heat, and the flux rises more steeply with temperature by the matching amount.

**The linearised solution**

Write θ = T0 − Ts for the cooling. From here on L and β without further label are taken at T0. To first order in θ,

J(Ts) ≈ J0(1 − βθ). (11)

Insert this into (3), holding L at its value at T0:

hθ = L J0 − LβJ0 θ,
θ = L J0/(h + LβJ0). (12)

Define the dimensionless self-cooling number

S = LβJ0/h = L²J0/(hRT0²). (13)

Dividing numerator and denominator of (12) by h, and using L J0/h = S/β, gives

θ = S/[β(1 + S)]. (14)

Then 1 − βθ = 1 − S/(1 + S) = 1/(1 + S), and the flux is

J = J0/(1 + S) = J0/[1 + L²J0/(hRT0²)]. (15)

When ΔH is much larger than RT0, L may be replaced by ΔH:

J ≈ J0/[1 + ΔH²J0/(hRT0²)]. (16)

The enthalpy enters squared because it acts twice: once in the heat each mole removes, and once in the response of the flux to the resulting cooling. S compares two slopes. LβJ0 is the rate at which the heat drawn by sublimation falls as the face cools, and h is the rate at which the supplied heat rises.

Holding L fixed neglects a term J0 dL/dT beside LβJ0. Equation (5) with constant ΔH gives dL/dT = −R/2, and the ratio of the two terms has magnitude R²T0²/(2L²). This is about 0.0005 in the example; a heat-capacity change of −30 J/(mol K) on sublimation would raise it to about 0.004.

The same comparison sets the response time. Suppose the piece is isothermal with heat capacity C per unit face area, and sublimation starts at θ = 0. Then

C dθ/dt = L J0(1 − βθ) − hθ = L J0 − h(1 + S)θ. (17)

The cooling approaches (14) exponentially with time constant C/[h(1 + S)]. Sublimation shortens the time constant C/h because a cooler face draws less heat. The feedback is negative, and the linearised steady state is stable.

**Weak and strong self-cooling**

For S ≪ 1, (15) gives J ≈ J0(1 − S), and the fractional loss of flux is S. For S ≫ 1 it approaches a ceiling,

Jc = hRT0²/L², (18)

which no longer contains J0. But at the ceiling βθ = 1, and the expansion (11) required βθ ≪ 1. The strong limit needs a better law for the flux.

Keep β constant, but retain the exponential dependence J = J0 exp(−βθ). With w = βθ, (3) becomes

w = S exp(−w), so w exp(w) = S. (19)

The solution is the Lambert function, w = W(S). Since exp(−w) = w/S,

J/J0 = W(S)/S. (20)

To expand it for small S, put w = S + aS² + bS³. To second order exp(−w) = 1 − S − aS² + S²/2, so (19) requires a = −1 and b = −a + 1/2 = 3/2. Therefore

J/J0 = 1 − S + 3S²/2 − …, (21)

whereas (15) gives 1 − S + S² − …. The linear result is correct to first order and then underestimates the flux by S²/2.

The sign of this error holds for every S > 0 in the exponential model. Since exp(−w) > 1 − w for w > 0, (19) gives w > S(1 − w), hence w > S/(1 + S). Dividing by S bounds the flux from below. Putting the same inequality into exp(−w) bounds it from above:

1/(1 + S) < J/J0 < exp[−S/(1 + S)]. (22)

The upper bound is the linear cooling (14) put back into the exponential flux law. Its exponent is −S + S² to second order, so it expands as 1 − S + S² + S²/2 and agrees with (21) through second order. For small S it is the better estimate, at no extra cost.

The linear solution thus errs in both temperature and flux. The true face is colder than (14) says, and the true flux is nevertheless larger than (15), because the exponential curve lies above its tangent.

For large S, taking the logarithm of (19) gives w = ln S − ln w, so w grows roughly as ln S. Because J0/S = Jc, (20) becomes J = Jc W(S). In the exponential model the flux thus passes the ceiling and keeps growing, though only logarithmically. The plateau at Jc is a product of the linearisation. A real face does have a limit, far above Jc in the example: its cooling cannot exceed T0, so by (3) the flux stays below hT0/L, or 32 Jc. A radiative supply levels off at a quarter of its linear extrapolation, which lowers the limit to about 14 Jc for the division of h into radiation and contact given below. This comparison raises J0 at fixed T0, L and h, as a higher vapour pressure with the same sublimation enthalpy would.

**Antimony at 750 K**

Antimony sublimes mainly as Sb4, so a mole here means a mole of Sb4, with M = 487.04 g/mol. The rough inputs are a vapour pressure of 1.0 × 10⁻⁴ Torr at 700 K, ΔH = 200 kJ/mol, a density of 6700 kg/m³ and h = 40 W/(m² K). The evaporation coefficient is first set to one. With constant ΔH the pressure at 750 K is

p = 1.0 × 10⁻⁴ Torr × exp[(ΔH/R)(1/700 K − 1/750 K)]
= 9.88 × 10⁻⁴ Torr. (23)

Converted to pascals and put into (6), this gives J0 = 9.54 × 10⁻⁴ mol/(m² s). From (5), L = 196.9 kJ/mol. At the isothermal flux, sublimation would draw L J0 = 187.8 W/m². Equation (7) gives β = 0.0421 K⁻¹, so

S = 187.8 × 0.0421/40 = 0.198,
θ = 0.198/(0.0421 × 1.198) K = 3.92 K,
J/J0 = 1/1.198 = 0.835. (24)

The flux is 7.965 × 10⁻⁴ mol/(m² s). The recession rate JM/density falls from 69.3 nm/s to 57.9 nm/s.

For comparison, (3) was solved by numerical root finding with the full temperature dependence of (5) and (6), at constant ΔH. The cooling is then 3.97 K, J/J0 = 0.845 and the recession rate is 58.6 nm/s. The upper bound in (22) gives 0.848, closer than the linear value.

This answers the opening question. The relative change of flux is larger than the relative change of temperature by the factor βT0 = 0.0421 × 750 ≈ 32, so a cooling of 0.53% costs about 17%, which the curvature of the exponential reduces slightly.

Changing J0 at fixed T0 and h shows where linearisation fails. The values of J/J0 are:

S = 0.05: linear 0.952, full balance 0.953
S = 0.20: linear 0.833, full balance 0.844
S = 1.00: linear 0.500, full balance 0.563
S = 5.00: linear 0.167, full balance 0.259

At S = 1 the linear flux is 11% below the full one, and at S = 5 it is 36% below. At S = 50 the full flux is 2.67 times the ceiling Jc = 4.83 × 10⁻³ mol/(m² s).

The Lambert form gives 0.567 at S = 1 and 0.265 at S = 5, slightly above the full balance. The reason is that β grows as the face cools. Since β varies nearly as 1/T², its value at cooling θ is about β(1 + 2θ/T0), and integrating over θ gives

ln(J/J0) ≈ −βθ(1 + θ/T0). (25)

The extra term is −(βθ)²/(βT0). It lowers the coefficient of S² in (21) from 1.5 to about 1.5 − 1/32 = 1.47. The numerical balance at S = 0.002, reached by raising h, gives 1.46.

**Heating by radiation alone**

A grain with negligible thermal contact receives heat by radiation. The emitted power per area is εσT⁴, with emissivity ε and Stefan–Boltzmann constant σ. If the absorbed power does not depend on the temperature of the grain, (2) gives h = 4εσT0³ and

S = L²J0/(4εσRT0⁵). (26)

This form assumes that the radiating and subliming areas are equal. For ε = 0.3 at 750 K, h is 28.7 W/(m² K). With the other inputs unchanged, S = 0.198 × 40/28.7 ≈ 0.28 and the linear flux ratio is 0.78. The 40 W/(m² K) used above thus amounts to this radiative part plus 11.3 W/(m² K) through poor contacts. This split suits a face whose radiative surroundings are near 750 K. A face that looks into a chamber at 300 K loses 5.2 kW/m² by radiation, which contacts of 11.3 W/(m² K) could supply only from a holder at about 1210 K. With a holder 50 K above T0 the contact coefficient must be about 105 W/(m² K); then S = 0.059 and J/J0 = 0.945.

The factor T0³ matters for precursors that sublime near room temperature. At 300 K and the same emissivity, the radiative coefficient is smaller by (300/750)³ = 0.064, or about 1.8 W/(m² K). For equal L and J0, S would be larger by (750/300)⁵ ≈ 98, but a solid that gives the same J0 at 300 K has a much smaller L. With the molar mass and sublimation entropy of the example, ΔH would be about 81 kJ/mol, and S would be larger by a factor of about 16.

**The enthalpy inferred from the flux**

Suppose ΔH is to be found from the slope of ln J against 1/T0, with T0 taken for the face temperature. Differentiate (3) at fixed h, neglecting the change of L and writing βs for β at Ts:

h(dT0 − dTs) = L J βs dTs,
dTs/dT0 = 1/(1 + x), x = L J βs/h = L²J/(hRTs²). (27)

The face follows only part of each change in T0. Since −R d ln J/d(1/T0) = RT0² d ln J/dT0, the slope yields

Lapp = RT0² βs/(1 + x) = L(T0/Ts)²/(1 + x), (28)

with L and J evaluated at Ts. In the example Lapp = 170.3 kJ/mol, against the true 196.9 kJ/mol. Self-cooling has lowered the apparent value by 14%. Adding RT0/2 to obtain an enthalpy does not repair this. A slope taken against the holder temperature is a different quantity, because T0 follows the holder only in part when the face radiates to a cold chamber.

If h itself rises with T0, the left side of the differentiated balance gains θ(dh/dT0)dT0, and Lapp is multiplied by 1 + (θ/h)dh/dT0. For the radiative part dh/dT0 = 3 × 28.7/750 W/(m² K²), so the correction is about 1%.

**The model beside a real source**

The assumption that no vapour returns fits an antimony face that looks out of an open vacuum source. If that face sees a cold chamber, it needs a larger h than 40 W/(m² K) to stay at 750 K with a holder of similar temperature, and the loss of flux is then smaller than in the example. In a charge of loose pieces, faces that look at neighbouring pieces also receive vapour from them, which the model leaves out. The value of h is a choice, since contact between loose pieces in vacuum varies widely. The assumption α = 1 is also open to doubt, because four atoms must leave as one molecule. A trial value α = 0.2 reduces J0 fivefold and S to 0.040. The flux is then 0.963 of its own isothermal value, and the recession rate is 0.2 × 0.963 × 69.3 = 13.3 nm/s. Vapour pressure matters in the same way: doubling it gives S = 0.395 and a flux ratio of 0.743.

Collisions in the vapour are the next concern. For a molecular diameter of 0.6 nm, the mean free path in saturated vapour at 750 K is 49 mm. Over a face width of 10 mm, the share of molecules that collide is 1 − exp(−10/49), or 18%. This estimate is high, because the vapour leaving a face with α = 1 has half the saturated density at the surface and thins as it spreads. Only some of the collided molecules return, so the loss of flux is smaller still; it has not been calculated here.

Three further corrections are small here. Replacing the linear radiative term by the full fourth-power law lowers the flux by 0.08%. If all the heat crosses a piece 5 mm thick with conductivity 20 W/(m K), the flux falls by 0.14%. Both figures are relative to the full-balance flux. A heat-capacity change of 20 J/(mol K) on sublimation would shift L by 0.04% over the cooling; a change of about −30 J/(mol K), closer to that of antimony, shifts L by 0.06% and J/J0 from 0.8454 to 0.8452.

Equation (15) also gives a design condition. To keep the fractional loss of flux below f, it suffices within the exponential model that S ≤ f/(1 − f), because (15) is a lower bound on the flux. For f = 0.05 this means S ≤ 0.053. At the T0, L and J0 of the example, a value h = 40 × 0.198/0.053 ≈ 150 W/(m² K) is then enough, which calls for good thermal contact, since radiation at this temperature and emissivity supplies only 28.7 W/(m² K).
